\section*{Coulomb-Metric Density Fitting and Dunlap's Robust Formula for Self-Repulsion}

\section{The error of a fitted self-repulsion}

Let $\rho$ be a real charge density, let $\tilde\rho$ be a fit to it, and let $\delta=\rho-\tilde\rho$ be the residual. Write
\begin{equation}
(f|g)=\iint \frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad U[\rho]=\tfrac12(\rho|\rho).
\label{eq:def}
\end{equation}
If the fit is an unconstrained least-squares fit in the Coulomb metric, then
\begin{equation}
U[\rho]-U[\tilde\rho]=\tfrac12(\delta|\delta)\ge 0 .
\label{eq:main1}
\end{equation}
For a fit obtained in any other way, the error of $U[\tilde\rho]$ in general contains a term linear in $\delta$, of either sign. Dunlap's robust expression removes it:
\begin{equation}
U_{\rm rob}=(\rho|\tilde\rho)-\tfrac12(\tilde\rho|\tilde\rho),
\qquad U[\rho]-U_{\rm rob}=\tfrac12(\delta|\delta)\ge 0 .
\label{eq:main2}
\end{equation}

Atomic units are used, and an error is the true value minus the approximate one, so a positive error means that the approximation is too low. ``Second order'' means quadratic in the residual. It does not say that the residual is small, nor that two metrics give equal residuals.

The fit is a combination of $N_{\rm aux}$ fixed, real, linearly independent auxiliary functions $P(\mathbf r)$:
\begin{equation}
\tilde\rho=\sum_P c_P P,\qquad J_{PQ}=(P|Q),\qquad b_P=(P|\rho).
\label{eq:fit}
\end{equation}
For an electron density $\rho=\sum_{\mu\nu}D_{\mu\nu}\chi_\mu\chi_\nu$ in real orbital functions $\chi_\mu$, the vector $b$ needs three-centre integrals, whereas $U[\rho]$ itself needs four-centre ones. That saving is the purpose of the fit.

\section{The Coulomb form is a squared length}

The sign in \eqref{eq:main1} rests on the positivity of $(f|f)$. Let $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Since $-\nabla^2(1/r)=4\pi\delta^3(\mathbf r)$, with $\delta^3$ the Dirac function, the transform of $1/r$ is $4\pi/k^2$, and
\begin{equation}
\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,
e^{i\mathbf k\cdot(\mathbf r-\mathbf r')} .
\end{equation}
Inserted in \eqref{eq:def}, the integral over $\mathbf r'$ gives $\hat f(\mathbf k)$ and that over $\mathbf r$ gives $\hat f(-\mathbf k)=\hat f(\mathbf k)^*$, because $f$ is real. With $4\pi/(2\pi)^3=1/(2\pi^2)$,
\begin{equation}
(f|f)=\frac1{2\pi^2}\int\frac{|\hat f(\mathbf k)|^2}{k^2}\,d^3k\ \ge 0 .
\label{eq:pos}
\end{equation}
For smooth, localized densities the integral converges; at small $k$ the volume element cancels the factor $1/k^2$. It vanishes only if $\hat f=0$, hence only if $f=0$. The form $(f|g)$ is therefore an inner product, although $f$ may have regions of both signs.

For any real vector $x$, $x^{T}Jx=(\sum_Px_PP|\sum_Qx_QQ)$. By \eqref{eq:pos} and linear independence this is positive unless $x=0$. So $J$ is positive definite and can be inverted.

\section{The Coulomb-metric fit}

The fit minimizes the squared Coulomb length of the residual,
\begin{equation}
(\delta|\delta)=(\rho|\rho)-2\,b^{T}c+c^{T}Jc .
\label{eq:func}
\end{equation}
Its gradient with respect to $c$ is $-2b+2Jc$ and its second-derivative matrix is $2J$, which is positive definite. There is one minimum, at
\begin{equation}
Jc^*=b .
\label{eq:normal}
\end{equation}
Row $P$ of this equation reads $(P|\rho)-\sum_Q(P|Q)c_Q^*=0$, that is,
\begin{equation}
(P|\delta)=0\quad\text{for every }P .
\label{eq:orth}
\end{equation}
The residual need not vanish, but its potential does no work on any auxiliary charge distribution.

For \emph{any} fit, inserting $\rho=\tilde\rho+\delta$ and using the symmetry of the form gives
\begin{align}
U[\rho]&=\tfrac12(\tilde\rho+\delta|\tilde\rho+\delta)\nonumber\\
&=\tfrac12(\tilde\rho|\tilde\rho)+\tfrac12(\tilde\rho|\delta)+\tfrac12(\delta|\tilde\rho)+\tfrac12(\delta|\delta)\nonumber\\
&=U[\tilde\rho]+(\delta|\tilde\rho)+\tfrac12(\delta|\delta).
\label{eq:expand}
\end{align}
In the Coulomb fit, \eqref{eq:orth} gives $(\delta|\tilde\rho)=\sum_Pc_P^*(\delta|P)=0$. What remains is \eqref{eq:main1}. This is the theorem of Pythagoras: $\tilde\rho$ is the orthogonal projection of $\rho$ on the auxiliary space, and a projection is no longer than the original vector.

The sign has a consequence for variational calculations. Suppose that the Hartree term is the only fitted term of an energy $E[D]$. Then $E_{\rm fit}[D]\le E[D]$ for every $D$, and so the minimum of $E_{\rm fit}$ cannot lie above that of $E$. If exchange is fitted as well, this argument no longer holds: exchange contains self-repulsions of orbital products with a minus sign, and their errors act in the opposite direction.

\section{Any other metric}

Let $m(f,g)$ be another inner product, for example the overlap $\int fg\,d^3r$. Minimizing $m(\delta,\delta)$ gives, by the same steps, $m(P,\delta)=0$ for every $P$. This does not imply $(P|\delta)=0$, so the linear term in \eqref{eq:expand} generally survives.

To see its order, take $\rho_\epsilon=\rho_0+\epsilon\eta$, with $\rho_0$ in the auxiliary space and $\eta$ outside it. The fit is linear in the density and reproduces $\rho_0$. Hence $\tilde\rho_\epsilon=\rho_0+\epsilon\tilde\eta$ and $\delta=\epsilon\delta_\eta$, where $\delta_\eta=\eta-\tilde\eta$. Equation \eqref{eq:expand} becomes
\begin{equation}
U[\rho_\epsilon]-U[\tilde\rho_\epsilon]=\epsilon(\delta_\eta|\rho_0)
+\epsilon^2\left[(\delta_\eta|\tilde\eta)+\tfrac12(\delta_\eta|\delta_\eta)\right].
\label{eq:order}
\end{equation}
Unless $(\delta_\eta|\rho_0)$ happens to vanish, the error is first order and changes sign with $\epsilon$ when $\epsilon$ is small.

For the overlap metric the linear term is $\int\delta\,\tilde v\,d^3r$, where $\tilde v$ is the electrostatic potential of $\tilde\rho$. Since $\delta$ is overlap-orthogonal to the auxiliary functions, any combination $w$ of them can be subtracted:
\begin{equation}
(\delta|\tilde\rho)=\int\delta\,(\tilde v-w)\,d^3r .
\end{equation}
The term would vanish if the auxiliary functions could represent the \emph{potential} of the fit. They are chosen to represent densities. For a fit with net charge, a finite set of Gaussians cannot reproduce the $1/r$ tail of $\tilde v$. The tail is not the only obstacle: the potential of a neutral spherical fit has no such tail, yet it is in general not a combination of the auxiliary functions either, and the linear term remains.

\section{The robust formula}

The linear term can be computed without four-centre integrals, because it involves $\rho$ only once:
\begin{equation}
(\delta|\tilde\rho)=(\rho|\tilde\rho)-(\tilde\rho|\tilde\rho)=b^{T}c-c^{T}Jc .
\label{eq:lin}
\end{equation}
Adding it to $U[\tilde\rho]=\frac12c^TJc$ gives
\begin{equation}
U_{\rm rob}=U[\tilde\rho]+(\delta|\tilde\rho)=b^{T}c-\tfrac12c^{T}Jc ,
\label{eq:rob}
\end{equation}
which is the expression in \eqref{eq:main2}. By \eqref{eq:expand} its error is $\frac12(\delta|\delta)$. The way in which $c$ was found has not been used, so the result also covers coefficients from interpolation at selected points, as in interpolative separable density fitting (ISDF), provided that $(\rho|\tilde\rho)$ is evaluated with the true $\rho$.

To compare metrics, put $b=Jc^*$ in \eqref{eq:rob} and complete the square:
\begin{equation}
U_{\rm rob}(c)=\tfrac12c^{*T}Jc^*-\tfrac12(c-c^*)^{T}J(c-c^*) .
\label{eq:square}
\end{equation}
Expanding the last term confirms this: the two terms $\frac12c^{*T}Jc^*$ cancel, and $c^{T}Jc^*-\frac12c^{T}Jc$ remains. With $\delta^*$ the residual of the Coulomb fit, \eqref{eq:main1} and \eqref{eq:square} give
\begin{equation}
U[\rho]-U_{\rm rob}(c)=\tfrac12(\delta^*|\delta^*)+\tfrac12(c-c^*)^{T}J(c-c^*) .
\label{eq:split}
\end{equation}
Every robust value is a lower bound to $U[\rho]$, and for a given auxiliary set the Coulomb fit gives the highest one. The robust formula restores the order of the error, not the size that the Coulomb fit would have given.

\section{A charge constraint}

The Coulomb fit need not carry the right charge. Let $n_P=\int P\,d^3r$ and require $n^{T}c=N$, the number of electrons. Making $\frac12(\delta|\delta)-\lambda(n^{T}c-N)$ stationary gives
\begin{equation}
Jc=b+\lambda n,\qquad c=c^*+\lambda J^{-1}n .
\label{eq:cons}
\end{equation}
Multiplying the second relation by $n^{T}$ and imposing the constraint yields
\begin{equation}
\lambda=\frac{N-n^{T}c^*}{n^{T}J^{-1}n} .
\label{eq:lambda}
\end{equation}
The linear term now follows from \eqref{eq:lin} and \eqref{eq:cons}:
\begin{equation}
(\delta|\tilde\rho)=c^{T}(b-Jc)=-\lambda\,c^{T}n=-\lambda N .
\label{eq:lamN}
\end{equation}
Thus a constraint spoils \eqref{eq:main1} even in the Coulomb metric. The multiplier is proportional to the charge error of the unconstrained fit, hence linear in its residual, and it can have either sign. For a density of zero total charge, $N=0$ and the linear term is absent. The robust formula removes it for any $N$. The price of the constraint in the robust value is the last term of \eqref{eq:split}, which by \eqref{eq:cons} and \eqref{eq:lambda} is
\begin{equation}
\tfrac12\lambda^2\,n^{T}J^{-1}n=\tfrac12\lambda\,(N-n^{T}c^*) .
\label{eq:price}
\end{equation}

\section{Two densities, and the loss of positivity}

For two densities with residuals $\delta_1$ and $\delta_2$, the corresponding robust expression is
\begin{align}
R_{12}&=(\tilde\rho_1|\rho_2)+(\rho_1|\tilde\rho_2)-(\tilde\rho_1|\tilde\rho_2)\nonumber\\
&=(\tilde\rho_1|\tilde\rho_2)+(\tilde\rho_1|\delta_2)+(\delta_1|\tilde\rho_2),
\label{eq:two}
\end{align}
where $\rho_i=\tilde\rho_i+\delta_i$ was inserted. The full product $(\rho_1|\rho_2)$ has one more term, so
\begin{equation}
(\rho_1|\rho_2)-R_{12}=(\delta_1|\delta_2) .
\label{eq:mixed}
\end{equation}
The error is again second order, but it is an inner product of two different vectors and can have either sign. The one-sided bound belongs to self-repulsion.

Now let $\rho_I=\chi_\mu\chi_\nu$ run over the distinct orbital pairs, and let $M_{IJ}=(\rho_I|\rho_J)$. With $B_{IP}=(\rho_I|P)$, the Coulomb fit replaces $M$ by $BJ^{-1}B^{T}$, which has no negative eigenvalue because $J^{-1}$ is positive definite. The robust matrix $R$ built from another metric lacks this guarantee. If there are more independent pairs than auxiliary functions, some nonzero combination $\rho_z$ has the fit $\tilde\rho_z=0$. Then \eqref{eq:two} gives
\begin{equation}
R_{zz}=0,\qquad R_{zw}=(\rho_z|\tilde\rho_w)
\end{equation}
for any other combination $w$. If $R_{zw}\ne0$ for some $w$, the combination $\rho_w+t\rho_z$ has the robust diagonal value $R_{ww}+2tR_{zw}$, which is negative for large $t$ of suitable sign. A true self-repulsion is positive, so the robust value is then a valid lower bound but an unphysical one. In the Coulomb metric the difficulty is absent: $\tilde\rho_z=0$ means $(\rho_z|P)=0$ for all $P$, and therefore $R_{zw}=0$.

\section{One Gaussian fitted by another}

Let $g_a=(a/\pi)^{3/2}e^{-ar^2}$, which has unit charge and the transform $e^{-k^2/4a}$. The two-density form of \eqref{eq:pos} gives
\begin{equation}
(g_a|g_b)=\frac2\pi\int_0^\infty e^{-k^2(a+b)/4ab}\,dk
=\frac{2}{\sqrt\pi}\sqrt{\frac{ab}{a+b}} ,
\label{eq:gg}
\end{equation}
and the Gaussian integral for the overlap gives
\begin{equation}
\int g_ag_b\,d^3r=\left[\frac{ab}{\pi(a+b)}\right]^{3/2} .
\label{eq:go}
\end{equation}
Fit $\rho=g_x$, with $x=1+\epsilon$, by $\tilde\rho=c\,g_1$. Let $y=2x/(1+x)$ and $U_0=U[g_1]=1/\sqrt{2\pi}=0.3989$ hartree. From \eqref{eq:gg}, $U[\rho]/U_0=\sqrt x$ and $(\rho|g_1)/(g_1|g_1)=\sqrt y$. The last ratio is the Coulomb coefficient. The overlap coefficient is the corresponding ratio of \eqref{eq:go}, $c=y^{3/2}$. Since $U[\tilde\rho]/U_0=c^2$ and $U_{\rm rob}/U_0=2c\sqrt y-c^2$, the errors divided by $U_0$ are
\begin{align}
\text{Coulomb:}\quad&\sqrt x-y=\frac{\sqrt x\,(1-\sqrt x)^2}{1+x}=\tfrac18\epsilon^2+\dots\nonumber\\
\text{overlap, plain:}\quad&\sqrt x-y^3=-\epsilon-\tfrac18\epsilon^2+\dots\nonumber\\
\text{overlap, robust:}\quad&\sqrt x-2y^2+y^3=\tfrac38\epsilon^2+\dots
\label{eq:model}
\end{align}
The series follow from $\sqrt x=1+\frac12\epsilon-\frac18\epsilon^2+\dots$ and $y=1+\frac12\epsilon-\frac14\epsilon^2+\dots$, which give $y^2=1+\epsilon-\frac14\epsilon^2+\dots$ and $y^3=1+\frac32\epsilon+0\cdot\epsilon^2+\dots$.

At $\epsilon=0.1$ the three errors, divided by $U_0$, are $0.00119$, $-0.101$ and $0.00357$; at $\epsilon=-0.1$ they are $0.00131$, $+0.0984$ and $0.00394$. Only the plain overlap value changes the sign of its error. Halving $\epsilon$ from $0.1$ to $0.05$ halves that error, to $-0.0503$, but reduces the robust one by a factor of $3.9$, to $0.000914$.

\section{The hydrogen fluoride molecule}

The second example uses the restricted Hartree--Fock density of hydrogen fluoride in the def2-SVP basis, at a chosen separation of $1.75$ bohr. Four-centre integrals give $U=55.8343$ hartree. This is the reference for the fitting error at fixed density; it still contains the errors of the orbital basis and of the mean-field treatment. The digits below belong to this basis. In def2-TZVP and def2-QZVP, $U$ falls to $55.75$ and $55.73$ hartree. With the $q=3$ auxiliary set defined below, the Coulomb, plain overlap and robust overlap errors become $0.31$, $-143$ and $0.77$ millihartree in def2-TZVP, and $0.35$, $-125$ and $0.70$ in def2-QZVP. The sizes change by up to a half, while the signs and the ordering remain.

Each auxiliary set has exponents $\alpha_{\min},\ \alpha_{\min}q,\ \alpha_{\min}q^2,\dots$ up to a ceiling. The ranges in bohr$^{-2}$ are, for fluorine, $0.3$--$3000$ (s), $0.3$--$80$ (p) and $0.3$--$20$ (d); for hydrogen, $0.25$--$30$ (s) and $0.3$--$5$ (p). The errors in millihartree are:

\begin{center}
\begin{tabular}{lrrr}
$q$ & 4 & 3 & 2\\
functions & 55 & 61 & 98\\
\hline
Coulomb & 3.215 & 0.475 & 0.145\\
overlap, plain & $-740.151$ & $-210.927$ & 57.901\\
overlap, robust & 20.050 & 1.449 & 0.296\\
constrained, plain & 39.342 & 17.421 & $-3.203$\\
constrained, robust & 3.241 & 0.481 & 0.145
\end{tabular}
\end{center}

``Constrained'' is the Coulomb fit with $N=10$. Both plain rows change sign between sets, while the Coulomb and robust errors stay positive.

For $q=3$ the parts of the error can be followed. Real-space quadrature of the overlap-fit residual gives $(\delta|\tilde\rho)=-212.374$ and $\frac12(\delta|\delta)=1.449$ millihartree. Their sum, $-210.925$, agrees with the tabulated plain error to $0.002$ millihartree, the size of the quadrature error. The robust formula reduces the error from $-553.8$ to $3.80$ kJ/mol; the Coulomb fit gives $1.25$ kJ/mol.

The unconstrained Coulomb fit for $q=3$ carries the charge $10.006889$, and $\lambda=-1.6940\times10^{-3}$ hartree per electron. Equation \eqref{eq:lamN} then gives
\begin{equation}
-\lambda N=1.6940\times10^{-3}\times10=16.940\ \text{millihartree}.
\end{equation}
Adding $\frac12(\delta|\delta)=0.481$ gives the tabulated $17.421$. A charge error below $0.1\%$ thus produces a linear term some $35$ times the quadratic one. The price \eqref{eq:price} is
\begin{equation}
\tfrac12(-1.6940\times10^{-3})(-0.006889)=5.8\times10^{-6}\ \text{hartree},
\end{equation}
or $0.006$ millihartree, the difference between the robust constrained error and the Coulomb error.

The 19 orbital functions form 190 pairs. Not all are independent: on fluorine, for example, the products $p_xp'_y$ and $p_yp'_x$ of the two p shells are the same function. At least 170 independent ones remain, far more than the 61 auxiliary functions. The robust overlap matrix has a lowest eigenvalue of $-0.015$ hartree, whereas that of the Coulomb-fitted matrix is zero to rounding. The error matrix of the plain overlap fit has eigenvalues of both signs, from $-0.58$ to $+0.34$ hartree; those of the Coulomb and robust fits have none below zero beyond rounding. The magnitudes depend on how the pair functions are normalized, but the signs do not. The numerical check asserts these signs and compares the residual energies with quadrature.

\section*{Table of computed values}
\begin{verbatim}
Model: U of unit Gaussian, exponent 1: 0.398942 hartree
Model: series of relative errors, Coulomb; plain overlap; robust overlap:
   eps**2/8 ; -eps**2/8 - eps ; 3*eps**2/8
Model relative errors (dimensionless): eps, Coulomb, plain, robust
  -0.20  5.538e-03  +1.921e-01  1.651e-02
  -0.10  1.315e-03  +9.841e-02  3.939e-03
  -0.05  3.205e-04  +4.965e-02  9.611e-04
  +0.05  3.048e-04  -5.027e-02  9.142e-04
  +0.10  1.190e-03  -1.010e-01  3.565e-03
  +0.20  4.536e-03  -2.028e-01  1.355e-02
HF molecule: separation 1.75 bohr, 10 electrons, 19 orbital functions
RHF total energy: -99.932035 hartree
Self-repulsion U from four-centre integrals: 55.834340 hartree
Fitting set F, l=0: exponents from 0.3 up to at most 3000.0 bohr^-2
Fitting set F, l=1: exponents from 0.3 up to at most 80.0 bohr^-2
Fitting set F, l=2: exponents from 0.3 up to at most 20.0 bohr^-2
Fitting set H, l=0: exponents from 0.25 up to at most 30.0 bohr^-2
Fitting set H, l=1: exponents from 0.3 up to at most 5.0 bohr^-2
Exponent ratio 4: 55 fitting functions; errors in millihartree
  Coulomb     plain +3.21522  robust 3.21522  quadrature (d|d)/2 3.21520
  overlap     plain -740.15062  robust 20.04986  quadrature (d|d)/2 20.04981
  constrained plain +39.34191  robust 3.24101  quadrature (d|d)/2 3.24099
Exponent ratio 3: 61 fitting functions; errors in millihartree
  Coulomb     plain +0.47546  robust 0.47546  quadrature (d|d)/2 0.47547
    linear term (d|fit) by quadrature: +0.0022 millihartree
    plain, robust error: +1.2483, 1.2483 kJ/mol
  overlap     plain -210.92729  robust 1.44889  quadrature (d|d)/2 1.44890
    linear term (d|fit) by quadrature: -212.3739 millihartree
    plain, robust error: -553.7895, 3.8041 kJ/mol
  constrained plain +17.42131  robust 0.48130  quadrature (d|d)/2 0.48131
    linear term (d|fit) by quadrature: +16.9422 millihartree
    plain, robust error: +45.7396, 1.2637 kJ/mol
  charge of Coulomb fit 10.006889 e, multiplier -1.6940e-03 hartree/e
  robust error of (rho|3sigma), overlap fit: +0.80417 millihartree
  190 pairs, error, Coulomb fit: eigenvalues -4.47e-18 to +1.24e-01 hartree
  190 pairs, error, plain overlap: eigenvalues -5.77e-01 to +3.44e-01 hartree
  190 pairs, error, robust overlap: eigenvalues -9.10e-18 to +1.24e-01 hartree
  190 pairs, integrals, Coulomb fit: eigenvalues -1.55e-15 to +1.76e+01 hartree
  190 pairs, integrals, robust overlap: eigenvalues -1.51e-02 to +1.76e+01 hartree
Exponent ratio 2: 98 fitting functions; errors in millihartree
  Coulomb     plain +0.14523  robust 0.14523  quadrature (d|d)/2 0.14522
  overlap     plain +57.90140  robust 0.29553  quadrature (d|d)/2 0.29553
  constrained plain -3.20252  robust 0.14547  quadrature (d|d)/2 0.14547
\end{verbatim}
